\section*{Spin-Wave Decay Length from Gilbert Damping, with Its First Correction}

\section{Result}

A spin wave is driven steadily at angular frequency $\omega=2\pi f$ in a magnet with small Gilbert damping $\alpha$. If the precession is circular and the group velocity is $v$, the amplitude away from the source falls as $e^{-x/L}$, with
\begin{equation}
L\simeq\frac{v}{\alpha\omega}=\frac{v}{2\pi f\alpha}.
\label{main}
\end{equation}
For $v=1$ km/s, $f=5$ GHz and $\alpha=10^{-4}$,
\begin{equation}
L=\frac{10^{3}\ \mathrm{m/s}}{10^{-4}\times3.1416\times10^{10}\ \mathrm{s^{-1}}}
=3.18\times10^{-4}\ \mathrm{m}=0.318\ \mathrm{mm}.
\end{equation}

Two corrections will be derived. Away from points where the group velocity vanishes, the curvature of the dispersion relation changes $L$ only at relative order $\alpha^2$. Ellipticity acts already at leading order in $\alpha$: if the precession ellipse has axis ratio $r\ge1$, then
\begin{equation}
\frac1L\simeq\frac{\alpha\omega}{v}\left[1+\frac{(r-1)^2}{2r}\right].
\label{corrected}
\end{equation}
A slightly elliptical orbit therefore costs little, because the correction is quadratic in $r-1$.

The length $L$ refers to amplitude. Power is proportional to amplitude squared and falls as $e^{-2x/L}$, so its decay length is $L/2=0.159$ mm.

\section{Decay in time for circular precession}

Let $\mathbf m$ be the unit vector along the magnetization, $\mathbf B$ the effective field and $\gamma>0$ the gyromagnetic ratio. The Gilbert equation is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
\end{equation}
Take equilibrium along $z$ and keep terms linear in $m_x$ and $m_y$. For a circular mode of wavenumber $k$, the precession torque is that of a field along $z$ of strength $\omega_k/\gamma$. Since $\mathbf m\times\hat z=(m_y,-m_x,0)$ and $\hat z\times\dot{\mathbf m}=(-\dot m_y,\dot m_x,0)$,
\begin{align}
\dot m_x&=-\omega_k m_y-\alpha\dot m_y,\\
\dot m_y&=\omega_k m_x+\alpha\dot m_x .
\end{align}
Add $i$ times the second line to the first and define $\psi=m_x+im_y$:
\begin{equation}
\dot\psi=i\omega_k\psi+i\alpha\dot\psi
\quad\Longrightarrow\quad
(1-i\alpha)\dot\psi=i\omega_k\psi .
\label{psi}
\end{equation}
Because $1/(1-i\alpha)=(1+i\alpha)/(1+\alpha^2)$, the free solution is
\begin{equation}
\psi\propto\exp\left[\frac{i\omega_k t}{1+\alpha^2}-\frac{\alpha\omega_k t}{1+\alpha^2}\right].
\end{equation}
The actual frequency is $\omega=\omega_k/(1+\alpha^2)$, and the amplitude decay rate is $\Gamma=\alpha\omega$. In this linear circular problem the relation between $\Gamma$ and the actual frequency holds without expansion in $\alpha$.

Here $\Gamma=3.14\times10^6\ \mathrm{s^{-1}}$, and the amplitude lifetime is $1/\Gamma=318$ ns. That is $f/\Gamma=1/(2\pi\alpha)=1592$ periods. Multiplying the lifetime by the speed, $318\ \mathrm{ns}\times1\ \mathrm{km/s}$, reproduces 0.318 mm. Damping acts per radian of precession, so $\omega$ and not $f$ enters; with $f$ in its place the length would come out as 2.0 mm.

\section{Decay in space and the expansion in damping}

A continuous source fixes a real frequency. The wave must then decay in space, so $k$ becomes complex. Write
\begin{equation}
\psi\propto e^{i\omega t-ikx},\qquad k=k_0+\delta,\qquad \omega_{k_0}=\omega .
\end{equation}
With this sign convention a wave that decays towards positive $x$ has $\operatorname{Im}k=-1/L$. Equation (\ref{psi}), with $\dot\psi=i\omega\psi$, gives
\begin{equation}
\omega_k=\omega(1-i\alpha).
\label{complexk}
\end{equation}
Expand the left side about $k_0$. Let $v$, $v'$ and $v''$ be the group velocity and its first two derivatives with respect to $k$, taken at $k_0$:
\begin{equation}
v\delta+\tfrac12v'\delta^2+\tfrac16v''\delta^3+\dots=-i\alpha\omega .
\label{series}
\end{equation}
Set $\delta=\delta_1+\delta_2+\delta_3+\dots$, where $\delta_n$ is of order $\alpha^n$. The first order gives
\begin{equation}
\delta_1=-i\eta,\qquad \eta=\frac{\alpha\omega}{v},
\end{equation}
which is the leading result (\ref{main}). At second order, $v\delta_2+\tfrac12v'\delta_1^2=0$. Since $\delta_1^2=-\eta^2$,
\begin{equation}
\delta_2=\frac{v'}{2v}\eta^2 .
\end{equation}
This is real. It shifts the wavelength slightly and leaves the decay length alone. At third order,
\begin{equation}
v\delta_3+v'\delta_1\delta_2+\tfrac16v''\delta_1^3=0 .
\end{equation}
Substitute $\delta_2=-(v'/2v)\delta_1^2$ and then $\delta_1^3=i\eta^3$:
\begin{equation}
\delta_3=\left(\frac{v'^2}{2v^2}-\frac{v''}{6v}\right)\delta_1^3
=i\eta^3\left(\frac{v'^2}{2v^2}-\frac{v''}{6v}\right).
\end{equation}
Taking $1/L=-\operatorname{Im}k$,
\begin{equation}
\frac1L=\eta\left[1-\eta^2\left(\frac{v'^2}{2v^2}-\frac{v''}{6v}\right)+\dots\right].
\label{curvature}
\end{equation}
The relative correction is of order $\alpha^2$. If the dispersion is a straight line over the range concerned, $v'$ and $v''$ vanish and so does this correction.

\subsection*{A limit where the expansion fails}

The expansion divides by $v$, so it cannot hold where $v$ vanishes. A parabolic band shows what happens. Let $\omega_k=\omega_0+ak^2$ with $a>0$. Then $v=2ak_0$, and equation (\ref{complexk}) reads
\begin{equation}
ak^2=ak_0^2-i\alpha\omega
\quad\Longrightarrow\quad
k=k_0\sqrt{1-\frac{2i\eta}{k_0}},
\end{equation}
because $\alpha\omega/(ak_0^2)=2\eta/k_0$. For $\eta\ll k_0$, the series $\sqrt{1+s}=1+s/2-s^2/8+s^3/16+\dots$ gives
\begin{equation}
\frac1L=\eta\left(1-\frac{\eta^2}{2k_0^2}+\dots\right),
\end{equation}
in agreement with (\ref{curvature}), since here $v'/v=1/k_0$ and $v''=0$. The condition $\eta\ll k_0$ means that the wave makes many oscillations before it decays. At the band bottom, $k_0=0$, and instead
\begin{equation}
k=\sqrt{\frac{-i\alpha\omega}{a}}=(1-i)\sqrt{\frac{\alpha\omega}{2a}},
\qquad L=\sqrt{\frac{2a}{\alpha\omega}} .
\end{equation}
The length then scales as $\alpha^{-1/2}$. Equation (\ref{main}) would wrongly give zero there.

\section{The correction from ellipticity}

Suppose the restoring torques on the two transverse components differ. Let $\omega_1\le\omega_2$ be the two stiffnesses, expressed as angular frequencies:
\begin{align}
\dot m_x&=-\omega_1m_y-\alpha\dot m_y,\\
\dot m_y&=\omega_2m_x+\alpha\dot m_x .
\end{align}
For time dependence $e^{i\omega t}$,
\begin{equation}
i\omega m_x=-(\omega_1+i\alpha\omega)m_y,\qquad
i\omega m_y=(\omega_2+i\alpha\omega)m_x .
\end{equation}
Multiply the two equations and cancel $m_xm_y$:
\begin{equation}
\omega^2=(\omega_1+i\alpha\omega)(\omega_2+i\alpha\omega).
\label{elliptic}
\end{equation}
Without damping, $\omega^2=\omega_1\omega_2$. The first of the two equations then gives the axis ratio
\begin{equation}
r=\left|\frac{m_y}{m_x}\right|=\frac{\omega}{\omega_1}=\sqrt{\frac{\omega_2}{\omega_1}} .
\end{equation}

Now hold $\omega$ real and let $k=k_0+\delta$. To first order in $\alpha$, the product $\omega_1\omega_2$ changes by $2\omega v\delta$, because it is the square of the undamped frequency. Equation (\ref{elliptic}) becomes
\begin{equation}
2\omega v\delta+i\alpha\omega(\omega_1+\omega_2)=0
\quad\Longrightarrow\quad
\frac1L=\frac{\alpha}{v}\,\frac{\omega_1+\omega_2}{2}.
\end{equation}
Insert $\omega_1=\omega/r$ and $\omega_2=\omega r$:
\begin{equation}
\frac{\omega_1+\omega_2}{2\omega}=\frac12\left(r+\frac1r\right)
=1+\frac{(r-1)^2}{2r},
\end{equation}
which is (\ref{corrected}). The frequency is the geometric mean of the stiffnesses, while the damping rate contains their arithmetic mean. The latter is never smaller, so at fixed $v$, $f$ and $\alpha$ ellipticity shortens the decay length.

The next order in damping again leaves $L$ unchanged. In (\ref{elliptic}) put $\epsilon=i\alpha$. The equation for $k$ then has real coefficients in $\epsilon$, so for $v\neq0$ and smooth stiffnesses its solution is a power series in $\epsilon$ with real coefficients. Even powers of $i\alpha$ are real, and odd powers are imaginary. Corrections to $1/L$ are thus smaller than its leading term by a factor of order $\alpha^2$.

The time decay was tested on the full Gilbert equation, linearized numerically about equilibrium. For circular precession with $\alpha=10^{-4}$ and $0.05$, the ratio $\Gamma/\omega$ equals $\alpha$ within one part in $10^4$. For $\omega_2=3\omega_1$ and $\alpha=10^{-4}$, the rate equals $\alpha(\omega_1+\omega_2)/2$ to the same relative accuracy.

\section{A film that has this group velocity}

Consider a thin film of yttrium iron garnet magnetized along its normal. As model inputs, chosen close to typical values, we take $\mu_0M_s=175$ mT for the magnetization and $A=3.7$ pJ/m for the exchange stiffness. For $\gamma$ we use the free-electron value, $\gamma/2\pi=28.025$ GHz/T. We choose a wavelength of $10\ \mu$m, so $k_0=0.6283$ rad/$\mu$m, and find the thickness $d$ and field that give 5 GHz and 1 km/s.

\subsection*{Dispersion relation}

The static field inside the film is the applied field minus $\mu_0M_s$; let $\omega_H$ be $\gamma$ times this internal field. Also define $\omega_M=\gamma\mu_0M_s$. Exchange adds equally to both stiffnesses:
\begin{equation}
\omega_A=\omega_H+\omega_M\lambda^2k^2,\qquad
\lambda^2=\frac{2A}{\mu_0M_s^2},
\end{equation}
with $\lambda=17.4$ nm.

The dipole field acts on the component along the wavevector, here $m_x$. Assume $m_x$ uniform through the thickness. The magnetic charge density is $\rho=-\partial_xM_x=ikM_x$, and the potential obeys $(\partial_z^2-k^2)\phi=-\rho$. Hence
\begin{equation}
\phi(z)=\int_0^d\frac{e^{-k|z-z'|}}{2k}\rho\,dz',
\qquad
H_x=ik\phi=-\frac k2M_x\int_0^de^{-k|z-z'|}dz' .
\end{equation}
Averaging over $z$ gives $H_x=-PM_x$, where
\begin{align}
P&=\frac{k}{2d}\int_0^d\!\!\int_0^de^{-k|z-z'|}dz\,dz'
=\frac kd\int_0^d(d-u)e^{-ku}du\nonumber\\
&=\frac kd\left[\frac dk-\frac{1-e^{-kd}}{k^2}\right]
=1-\frac{1-e^{-kd}}{kd}.
\end{align}
This field opposes $m_x$ and raises its stiffness by $\omega_MP$. Thus $\omega_1=\omega_A$, $\omega_2=\omega_A+\omega_MP$ and
\begin{equation}
\omega_k^2=\omega_A(\omega_A+\omega_MP).
\end{equation}
For small $kd$, $P\simeq kd/2$. If exchange is neglected, differentiating $\omega_k^2$ at $k\to0$, where $\omega_k=\omega_H$, gives
\begin{equation}
2\omega_Hv=\omega_H\omega_M\frac d2
\quad\Longrightarrow\quad v=\frac{\omega_Md}{4}.
\end{equation}

\subsection*{Numbers}

The full dispersion relation requires $d=139$ nm and an internal field of 174.7 mT, hence an applied field of 349.7 mT. The long-wave formula gives
\begin{equation}
\frac{\omega_Md}{4}=\frac{3.0815\times10^{10}\ \mathrm{s^{-1}}\times138.8\ \mathrm{nm}}{4}=1.07\ \mathrm{km/s},
\end{equation}
about 7\% above the actual velocity at the chosen wavelength.

At this wavelength $P=0.0424$ and $r=1.0210$. The ellipticity correction is
\begin{equation}
\frac{(r-1)^2}{2r}=\frac{0.0210^2}{2\times1.0210}=2.2\times10^{-4}.
\end{equation}
The length should be 0.022\% shorter than (\ref{main}). To test this without a complex wavenumber, the linear response to a localized source was summed over real wavenumbers and its amplitude followed from 200 to 900 $\mu$m. The fitted decay length is 0.3182 mm, lower than the circular estimate by 0.022\%, as predicted. The source in this test has its spectrum concentrated near $k_0$. A narrow strip also contains wavenumbers near zero, where $P$ depends on $|k|$ and has a kink. This adds a weak dipole tail falling roughly as $1/x^2$. For a strip with profile $e^{-(x/2\,\mu\mathrm m)^2}$ the exponential law holds out to about 4 mm, and the tail takes over beyond about 5 mm, some $16L$.

The curvature correction is far smaller. The dipole factor depends on $k$ only through $kd$, and the exchange length $\lambda$ is much shorter than $d$. The ratios $v'^2/v^2$ and $v''/v$ are therefore at most of order $d^2$, which puts the relative correction at no more than about $(d/L)^2\simeq2\times10^{-7}$. The wave also makes 32 oscillations within one decay length, so it is well inside the regime of the expansion.

Using one thickness mode is consistent too. With free surfaces, the next mode has wavenumber $\pi/d$ across the film. Exchange raises it by $\omega_M\lambda^2(\pi/d)^2/2\pi=0.76$ GHz, while the drive lies only 0.10 GHz above the bottom of the lowest band. The thickness and field found above depend on the surfaces being free. With fully pinned surface spins the same film and field would have the band bottom near 5.66 GHz, above the drive, and 5 GHz at 1 km/s would need about 172 nm and an internal field of 157 mT. The decay length at that working point is still 0.3182 mm.

\subsection*{A case with larger ellipticity}

Magnetize the film in its plane and keep $f$, $\alpha$ and $v$ fixed. In the long-wave limit the stiffnesses are those of uniform precession, $\omega_H$ and $\omega_H+\omega_M$, with $\omega_H$ readjusted so that $\omega^2=\omega_H(\omega_H+\omega_M)$. Completing the square gives
\begin{equation}
\frac{\omega_H+\omega_M/2}{\omega}
=\sqrt{1+\left(\frac{\omega_M}{2\omega}\right)^2}
=\sqrt{1+0.4904^2}=1.114 .
\end{equation}
The decay length becomes $0.3183/1.114=0.286$ mm. This comparison isolates ellipticity; turning the magnetization in a real film would also change $v$.

\section{What a real film changes}

The thickness and the size of the fields above are practicable for garnet films, and $\alpha=10^{-4}$ describes a film of very low loss. The model leaves out crystal anisotropy, however. In a yttrium iron garnet film with a [111] axis along its normal, anisotropy typically adds about 6 mT to the internal field. That is enough to lift the bottom of the band above 5 GHz, so the applied field must be lowered by the same amount to keep the working point. One assumption that can change the result considerably is that Gilbert damping is the only loss. Resonance linewidth gives a way to size this. Add a circular drive $b\,e^{i\omega t}$ to the uniform mode in field $B$. Its torque adds $-i\gamma b\,e^{i\omega t}$ to $\dot\psi$, and (\ref{psi}) becomes
\begin{equation}
\psi=\frac{\gamma b\,e^{i\omega t}}{\gamma B-\omega+i\alpha\omega}.
\end{equation}
The absorption is proportional to $\alpha\omega/[(\gamma B-\omega)^2+(\alpha\omega)^2]$. It halves at $\gamma B-\omega=\pm\alpha\omega$, so the full width is
\begin{equation}
\Delta B=\frac{2\alpha\omega}{\gamma}=0.036\ \mathrm{mT}.
\end{equation}
A real film may show an additional width of roughly 0.1 mT. If all of it were true loss with the same line shape, it would add $\gamma\Delta B_{\rm extra}/2=8.8\times10^6\ \mathrm{s^{-1}}$ to the decay rate, and
\begin{equation}
L=\frac{10^3\ \mathrm{m/s}}{(3.14+8.80)\times10^6\ \mathrm{s^{-1}}}=0.084\ \mathrm{mm}.
\end{equation}
This is a pessimistic case for that width, since a static spread of local resonance fields also broadens the line without being an equal loss of wave amplitude. The figure of 0.32 mm is therefore an estimate for Gilbert damping alone, and a film with a small $\alpha$ can still fall well short of it.

A source of finite width also lets the wave spread. Take a source profile $e^{-(y/w)^2}$ with $w=50\ \mu$m. Its components of transverse wavenumber $q$ have weight $e^{-q^2w^2/4}$. In the normally magnetized film the frequency depends only on the magnitude of the wavevector, so $k_x\simeq k_0-q^2/2k_0$. The Gaussian integral over $q$ gives, on the axis,
\begin{equation}
\left|\frac{w^2/4}{w^2/4-ix/2k_0}\right|^{1/2}
=\left[1+\left(\frac{x}{x_R}\right)^2\right]^{-1/4},
\qquad x_R=\frac{k_0w^2}{2}=0.785\ \mathrm{mm}.
\end{equation}
At $x=L$ this factor is 0.963, a further amplitude loss of about 4\%. A narrower source would suffer more.

Temperature affects whether the wave exists at all. Near room temperature $\mu_0M_s$ falls by roughly 0.4 mT/K. At fixed applied field the internal field rises by the same amount, and the band bottom $\omega_H/2\pi$ moves up from 4.897 GHz. It reaches the drive frequency after a warming of
\begin{equation}
\Delta T=\frac{(5.0000-4.8966)\ \mathrm{GHz}}{28.025\ \mathrm{GHz/T}\times0.4\times10^{-3}\ \mathrm{T/K}}\simeq9\ \mathrm K .
\end{equation}
Beyond that, the model has no propagating wave at 5 GHz unless the field or frequency is retuned. For this working point, temperature control or retuning matters far more than the 0.02\% ellipticity correction.

For a delay line or interconnect, the Gilbert contribution can be read as a loss per length:
\begin{equation}
\frac{20\log_{10}e}{L}=27.3\ \mathrm{dB/mm}.
\end{equation}
For circular precession at fixed $v$ and $\alpha$, this loss grows in proportion to frequency; in a film magnetized in its plane the axis ratio changes with frequency, and the proportionality fails. It excludes the losses at the transducers, the additional linewidth and diffraction. The computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Group velocity: 1.000 km/s
Frequency: 5.000 GHz
Gilbert damping: 1.0e-04
Angular frequency: 3.1416e+10 rad/s
Amplitude decay rate: 3.1416e+06 1/s
Amplitude lifetime: 318.3 ns
Periods in one lifetime: 1592
AMPLITUDE DECAY LENGTH: 0.3183 mm
Power decay length: 0.1592 mm
Loss: 27.29 dB/mm
Wrong length if f replaces omega: 2.000 mm
Film mu0*Ms (rough): 175 mT
Film exchange stiffness (rough): 3.7 pJ/m
gamma/2pi: 28.025 GHz/T
omega_M: 3.0815e+10 rad/s
Exchange length: 17.43 nm
Wavelength: 10.0 um
Wavenumber: 0.6283 rad/um
Film thickness for 1 km/s: 138.8 nm
k*d: 0.0872
Dipole factor P: 0.04236
Long-wave velocity omega_M*d/4: 1.0692 km/s
Internal field: 174.72 mT
Applied field: 349.72 mT
Axis ratio of precession: 1.0210
Decay length from film response: 0.31824 mm
Its shift from the estimate: -0.0216 %
Wavelengths in one decay length: 31.8
In-plane film, decay rate factor: 1.1138
In-plane film, length at same v: 0.2858 mm
Gilbert linewidth (full, field): 0.0357 mT
Extra linewidth (rough): 0.10 mT
Extra decay rate if all true loss: 8.804e+06 1/s
Length with that extra loss: 0.0837 mm
Source half-width: 50 um
Diffraction length: 0.785 mm
Diffraction amplitude factor at L: 0.9627
Bottom of band: 4.8966 GHz
Fall of mu0*Ms with warming (rough): 0.4 mT/K
Warming that cuts off the wave: 9.2 K
Gap to next thickness mode: 0.763 GHz
\end{verbatim}
